\section*{Crossing tie lines and phase coexistence in a ternary system}

\section{Setting}

A diffusion barrier that is in equilibrium with its neighbours has no tendency to react with them. In a system of three elements, two phases that can stay in contact at equilibrium are joined by a tie line in the composition triangle. Suppose that two candidate tie lines, $AB$ and $CD$, cross. Which pair of phases coexists, and what must be known to decide?

Temperature and pressure are fixed, and the system is closed. Each phase $i$ has a fixed composition, given by the vector $\mathbf n_i$ whose three components count the atoms of each element in one formula unit. Its Gibbs energy is $G_i$ per mole of formula units. With $N_i$ the sum of the components of $\mathbf n_i$, the phase lies at the point $\mathbf x_i=\mathbf n_i/N_i$ of the triangle. Interfacial and strain energies are neglected, so a mixture with amounts $y_i\ge 0$ has
\begin{equation}
G=\sum_i y_iG_i,\qquad \mathbf n=\sum_i y_i\mathbf n_i .
\label{eq:mix}
\end{equation}
Equilibrium is the minimum of $G$ at given element amounts $\mathbf n$. Two phases coexist if a mixture containing both, and nothing else, is such a minimum. Crossing means that the segments lie on different lines and meet at a point inside both.

\section{The general problem}

\subsection*{(a) What does the crossing say about chemical reactions among the four phases?}

\emph{Solution.} Let the crossing point $P$ lie at fraction $u$ of the way from $A$ to $B$ and at fraction $v$ from $C$ to $D$, with $0<u,v<1$:
\begin{equation}
(1-u)\frac{\mathbf n_A}{N_A}+u\frac{\mathbf n_B}{N_B}
=(1-v)\frac{\mathbf n_C}{N_C}+v\frac{\mathbf n_D}{N_D}.
\label{eq:cross}
\end{equation}
Multiply by any positive number $N$ and define
\begin{equation}
a=\frac{N(1-u)}{N_A},\quad b=\frac{Nu}{N_B},\quad
c=\frac{N(1-v)}{N_C},\quad d=\frac{Nv}{N_D}.
\label{eq:coef}
\end{equation}
All four are positive, and (\ref{eq:cross}) becomes
\begin{equation}
a\mathbf n_A+b\mathbf n_B=c\mathbf n_C+d\mathbf n_D ,
\label{eq:balance}
\end{equation}
which is the element balance of $aA+bB\to cC+dD$. Each side contains $aN_A+bN_B=N$ atoms.

The reaction is unique up to scale. First, no three of the points are collinear. If $C$ lay on the line $AB$, that line would contain both $C$ and $P$, which are distinct, and hence the whole line $CD$. The two lines would then coincide, contrary to assumption. The same argument serves for the other triples. Second, three non-collinear points have linearly independent vectors. Indeed, if $\sum_i\lambda_i\mathbf n_i=0$, the weights $w_i=\lambda_iN_i$ obey $\sum_i w_i\mathbf x_i=0$ and, on adding the components, $\sum_i w_i=0$. With some $w_i\neq0$ this would place the three points on one line. The four vectors therefore span three dimensions, and there is one linear relation among them, apart from a factor.

Conversely, dividing a balance of the form (\ref{eq:balance}) with positive coefficients by its number of atoms gives a point inside both segments. A balance with three phases on one side and one on the other describes a different geometry, a phase inside the triangle of the other three.

\subsection*{(b) Define $\Delta G=cG_C+dG_D-aG_A-bG_B$. What does it measure at the crossing point?}

\emph{Solution.} Plot the Gibbs energy per mole of atoms above the triangle. A mixture of $A$ and $B$ lies on the straight line between its end points, so above $P$
\begin{equation}
g_{AB}=(1-u)\frac{G_A}{N_A}+u\frac{G_B}{N_B}=\frac{aG_A+bG_B}{N},
\end{equation}
where (\ref{eq:coef}) was used. Likewise $g_{CD}=(cG_C+dG_D)/N$, and so
\begin{equation}
g_{CD}-g_{AB}=\frac{\Delta G}{N}.
\label{eq:height}
\end{equation}
The two lines cross in the plane of composition but pass at different heights in energy. The coefficients scale with $N$, and $\Delta G$ with them; the sign and the ratio $\Delta G/N$ do not depend on that choice.

\subsection*{(c) Let $\Delta G<0$. Which pair is ruled out, and for which compositions?}

\emph{Solution.} Take any mixture with $y_A>0$ and $y_B>0$, whatever else it contains. Let the reaction advance by a small extent $\xi>0$. The element amounts are unchanged by (\ref{eq:balance}), and the amounts of $A$ and $B$ stay non-negative as long as
\begin{equation}
\xi\le\min\left(\frac{y_A}{a},\frac{y_B}{b}\right).
\end{equation}
The energy changes by $\xi\,\Delta G<0$, so the mixture was not a minimum. Hence $A$ and $B$ cannot be present together at equilibrium. This holds along the whole segment $AB$, not just at $P$, and also in three-phase mixtures. Adding further phases to the list cannot rescue the pair, because the reaction that destroys it remains available. For $\Delta G>0$ the reverse reaction excludes $C+D$ in the same way.

\subsection*{(d) Do $C$ and $D$ then coexist, if the four phases are the complete list?}

\emph{Solution.} Excluding one pair does not by itself prove the other stable. Introduce a vector $\boldsymbol\mu$ of chemical potentials of the elements and the residuals
\begin{equation}
r_i=G_i-\boldsymbol\mu\cdot\mathbf n_i .
\label{eq:res}
\end{equation}
A positive $r_i$ is the cost of forming phase $i$ from elements at these potentials. Substituting $G_i=\boldsymbol\mu\cdot\mathbf n_i+r_i$ in (\ref{eq:mix}) gives, for every mixture with the given elements,
\begin{equation}
G=\boldsymbol\mu\cdot\mathbf n+\sum_i y_ir_i .
\label{eq:bound}
\end{equation}
If $r_C=r_D=0$ and no residual is negative, a mixture of $C$ and $D$ reaches the lower bound $\boldsymbol\mu\cdot\mathbf n$ and is a minimum.

To see whether such a $\boldsymbol\mu$ exists, impose $r_C=r_D=0$ and use (\ref{eq:balance}):
\begin{align}
ar_A+br_B
&=aG_A+bG_B-\boldsymbol\mu\cdot(a\mathbf n_A+b\mathbf n_B)\nonumber\\
&=aG_A+bG_B-\boldsymbol\mu\cdot(c\mathbf n_C+d\mathbf n_D)\nonumber\\
&=aG_A+bG_B-cG_C-dG_D=-\Delta G .
\label{eq:sum}
\end{align}
Since $\mathbf n_A,\mathbf n_C,\mathbf n_D$ are independent, $r_A$ can be given any value while $r_C=r_D=0$; equation (\ref{eq:sum}) then fixes $r_B$. For $\Delta G<0$ choose $r_A=-\Delta G/(2a)$, which gives $r_B=-\Delta G/(2b)$. Both are positive. By (\ref{eq:bound}) any mixture containing $A$ or $B$ then lies above the bound, so $C+D$ is the unique minimum along its tie line. Among four phases, the sign of $\Delta G$ settles the matter.

The allowed potentials form a window,
\begin{equation}
0\le r_A\le-\frac{\Delta G}{a}.
\label{eq:window}
\end{equation}
At its lower end $r_A=0$, so $A$, $C$ and $D$ are in equilibrium together. At its upper end $r_B=0$, and the three phases are $B$, $C$ and $D$. These are the two triangles on either side of the tie line. They also tell what becomes of an arbitrary mixture of $A$ and $B$: the reaction runs until at least one reactant is used up, and any excess of the other is left over with $C$ and $D$.

As $\Delta G\to0$ the window closes. At $\Delta G=0$ all four residuals vanish for the same $\boldsymbol\mu$, and the reaction can shift amounts between the pairs at no cost in energy.

\subsection*{(e) What must be added when there are further phases?}

\emph{Solution.} Keep $r_C=r_D=0$. These are two equations for three potentials, and their general solution is
\begin{equation}
\boldsymbol\mu=\boldsymbol\mu_0+t\,\mathbf w,\qquad
\mathbf w=\mathbf n_C\times\mathbf n_D ,
\end{equation}
with $\boldsymbol\mu_0$ one solution and $t$ a free number, because $\mathbf w$ is perpendicular to both composition vectors. For another phase $E$,
\begin{equation}
r_E(t)=r_E(0)-t\,s_E,\qquad s_E=\mathbf w\cdot\mathbf n_E .
\end{equation}
The sign of $s_E$ tells on which side of the line $CD$ the phase lies. The pair is stable if one value of $t$ makes every $r_E(t)\ge0$. There are three kinds of condition.

If $s_E=0$, then $\mathbf n_E=c'\mathbf n_C+d'\mathbf n_D$ for some $c',d'$, and
\begin{equation}
r_E=G_E-c'G_C-d'G_D ,
\end{equation}
whatever the value of $t$. This is the energy of the reaction $c'C+d'D\to E$.

If $s_E>0$, the condition is an upper limit, $t\le r_E(0)/s_E$. If $s_F<0$, it is a lower limit, $t\ge-r_F(0)/|s_F|$. For a finite list of phases, a common $t$ exists when the largest lower limit does not exceed the smallest upper limit, that is, when for every such $E$ and $F$
\begin{equation}
|s_F|\,r_E(0)+s_E\,r_F(0)\ge0 .
\label{eq:pair}
\end{equation}
The combination $|s_F|\mathbf n_E+s_E\mathbf n_F$ has scalar product $|s_F|s_E+s_Es_F=0$ with $\mathbf w$. It can therefore be written $c'\mathbf n_C+d'\mathbf n_D$, with new coefficients. Inserting (\ref{eq:res}) and $r_C=r_D=0$, the left side of (\ref{eq:pair}) becomes
\begin{equation}
|s_F|G_E+s_EG_F-c'G_C-d'G_D ,
\end{equation}
the energy of $c'C+d'D\to|s_F|E+s_EF$.

Thus $C$ and $D$ coexist if no reaction lowers the energy by turning them into one phase on their line or into two phases on opposite sides of it. The condition is also necessary. In a mixture with both $C$ and $D$ present, any such reaction can advance by a small extent, even when $c'$ or $d'$ is negative and that phase is a product. A negative reaction energy would then lower $G$.

The verdict of one crossing is therefore lopsided. At the given temperature and pressure it excludes the losing pair, whatever other phases exist, but it leaves the winning pair to face every other phase.

\subsection*{(f) How can the verdict change with temperature?}

\emph{Solution.} Take the reaction enthalpy $\Delta H$ and entropy $\Delta S$ as constant. Then $\Delta G=\Delta H-T\Delta S$ vanishes at
\begin{equation}
T^*=\frac{\Delta H}{\Delta S},
\label{eq:flip}
\end{equation}
which is a positive temperature if $\Delta H$ and $\Delta S$ have the same sign. Since $d\Delta G/dT=-\Delta S$, the side of the reaction with the higher entropy wins above $T^*$. If the signs differ, $\Delta G$ keeps the sign of $\Delta H$ at all temperatures, and the tie line does not flip within this model.

\section{A metal on an oxide}

A metal M is deposited on an oxide XO$_2$. The other phases are the element X, oxygen gas at 1 bar, the oxide MO and the compound MX. Formation data are round model parameters, with the elements as zero:
\begin{center}
\begin{tabular}{lcc}
 & $H$ (kJ/mol) & $S$ (J/(mol K))\\
MO & $-400$ & $-100$\\
XO$_2$ & $-900$ & $-180$\\
MX & $-120$ & $-5$
\end{tabular}
\end{center}
With $G=H-TS$ at 600 K, $G_{\rm MO}=-400+60=-340$, $G_{\rm XO_2}=-900+108=-792$ and $G_{\rm MX}=-120+3=-117$ kJ/mol.

\subsection*{(g) Is the contact between M and XO$_2$ stable at 600 K?}

\emph{Solution.} The metal could reduce the oxide to the element X:
\begin{equation}
2\,{\rm M}+{\rm XO_2}\to2\,{\rm MO}+{\rm X},\qquad
\Delta G_1=2(-340)+792=112\ \text{kJ/mol}.
\end{equation}
The positive sign excludes MO + X. By part (e) it does not yet establish M + XO$_2$, because MX offers a second crossing:
\begin{equation}
3\,{\rm M}+{\rm XO_2}\to2\,{\rm MO}+{\rm MX},\qquad
\Delta G_2=-680-117+792=-5\ \text{kJ/mol}.
\end{equation}
The contact is unstable. The lines M--XO$_2$ and MO--MX cross at atomic fractions $3/6$ of M, $1/6$ of X and $2/6$ of O. There the MO--MX line is lower by $5/6\approx0.83$ kJ per mole of atoms.

To see whether MO and MX coexist in the full list, set their residuals to zero: $\mu_{\rm M}+\mu_{\rm O}=-340$ and $\mu_{\rm M}+\mu_{\rm X}=-117$, in kJ/mol. Then $r_{\rm M}=-\mu_{\rm M}$ and
\begin{align}
r_{\rm XO_2}&=-792-\mu_{\rm X}-2\mu_{\rm O}\nonumber\\
&=-792+(117+\mu_{\rm M})+2(340+\mu_{\rm M})=5+3\mu_{\rm M}.
\end{align}
Both are non-negative for $-5/3\le\mu_{\rm M}\le0$. In this range $\mu_{\rm X}$ and $\mu_{\rm O}$ are negative, so neither X nor oxygen gas forms. The pair MO + MX is stable.

The compound MX is what breaks the contact. Without it, M and XO$_2$ require $\mu_{\rm M}=0$ and $\mu_{\rm X}+2\mu_{\rm O}=-792$. The conditions $r_{\rm MO}\ge0$ and $r_{\rm X}\ge0$ then read $\mu_{\rm O}\le-340$ and $\mu_{\rm O}\ge-396$, which are compatible.

\subsection*{(h) What forms from 10 mol of M and 1 mol of XO$_2$, and at what oxygen potential?}

\emph{Solution.} The oxide runs out after consuming 3 mol of M. The result is 7 mol M, 2 mol MO and 1 mol MX, the three-phase equilibrium at the end $\mu_{\rm M}=0$ of the window, where $\mu_{\rm O}=-340$ kJ/mol. If XO$_2$ were in excess, the other end would apply, with $\mu_{\rm M}=-5/3$ and $\mu_{\rm O}=-338.3$ kJ/mol.

For an ideal gas $\mu_{\rm O}=\tfrac12RT\ln(p_{\rm O_2}/1\ \text{bar})$, hence
\begin{equation}
\log_{10}\frac{p_{\rm O_2}}{1\ \text{bar}}=\frac{2\mu_{\rm O}}{RT\ln10},
\label{eq:p}
\end{equation}
which runs from $-59.2$ to $-58.9$. So small a pressure is a way of stating $\mu_{\rm O}$, not a gas one could prepare. Suppose a reacted layer separates M from XO$_2$, with MO and MX mixed so that both products touch both boundaries. Local equilibrium then puts the two boundaries at the two ends of the window: on the oxide side $\mu_{\rm O}$ and $\mu_{\rm X}$ are higher by 1.67 kJ/mol and $\mu_{\rm M}$ is lower by the same amount. These differences drive O and X towards the metal and M towards the oxide. If the products form separate sublayers instead, each boundary joins only two phases and the difference is not fixed at this value. For example, $\mu_{\rm O}$ is then only bounded, by $\mu_{\rm O}\le-340$ kJ/mol where M meets MX and by $\mu_{\rm O}\ge-338.3$ kJ/mol where MO meets XO$_2$. How fast the layer grows depends on mobilities, which the Gibbs energies do not contain.

\subsection*{(i) Can heating make the contact stable?}

\emph{Solution.} For the second reaction
\begin{align}
\Delta H_2&=2(-400)-120+900=-20\ \text{kJ/mol},\\
\Delta S_2&=2(-100)-5+180=-25\ \text{J/(mol K)},
\end{align}
so (\ref{eq:flip}) gives $T^*=20000/25=800$ K. The reactants have the higher entropy and win this crossing above that temperature. At 800 K all four phases share $\mu_{\rm M}=0$, $\mu_{\rm O}=-320$ and $\mu_{\rm X}=-116$ kJ/mol.

At 1100 K the energies of MO, XO$_2$ and MX are $-290$, $-702$ and $-114.5$ kJ/mol, and
\begin{align}
\Delta G_1&=-580+702=122\ \text{kJ/mol},\\
\Delta G_2&=-580-114.5+702=7.5\ \text{kJ/mol}.
\end{align}
Both reactions now favour M + XO$_2$. So does a third crossing, with the line MX--O$_2$: the reaction ${\rm M}+{\rm XO_2}\to{\rm MX}+{\rm O_2}$ costs $-114.5+702=587.5$ kJ/mol. For this pair $\mu_{\rm M}=0$ and $\mu_{\rm X}=-702-2\mu_{\rm O}$. The remaining compounds require
\begin{align}
r_{\rm MO}&=-290-\mu_{\rm O}\ge0,\\
r_{\rm MX}&=-114.5+702+2\mu_{\rm O}\ge0,
\end{align}
or $-293.75\le\mu_{\rm O}\le-290$ kJ/mol. Throughout this window $\mu_{\rm X}$ and $\mu_{\rm O}$ are negative, so the elements X and O$_2$ do not form, and the contact is stable. By (\ref{eq:p}) the window spans $\log_{10}(p_{\rm O_2}/1\ \text{bar})$ from $-27.9$ to $-27.5$. An atmosphere that holds the oxygen potential above it turns M into MO. The stability found here belongs to the closed system.

\subsection*{(j) How far can the verdict be trusted?}

\emph{Solution.} Errors in the data enter as
\begin{equation}
\delta\Delta G_2=2\,\delta G_{\rm MO}+\delta G_{\rm MX}-\delta G_{\rm XO_2}.
\end{equation}
At 600 K an error of $+2.5$ kJ/mol in $G_{\rm MO}$, about 0.7\% of its magnitude, cancels the whole $-5$ kJ/mol. Similarly, an error of 1 kJ/mol in $\Delta H_2$ moves $T^*$ by $1000/25=40$ K. Large formation energies nearly cancel in the reaction, so their relative accuracy says little about the reliability of its sign.

The model also assumes fixed compositions. If the phases dissolve one another's elements, $\Delta G<0$ still excludes $A$ and $B$ at the particular compositions used in the reaction, provided that $C$ and $D$ are available at theirs. It does not exclude coexistence at shifted compositions, for which the energies must be minimized over composition as well. Finally, an unstable contact may persist if the reaction is slow, and in very thin layers the neglected interfacial energies can rival a small $\Delta G$.
